# Logarithmic width of an anisotropic Edwards-Wilkinson surface

## Problem

A surface of height \(h(x,y,t)\) obeys

\[
\partial_t h=n_1\,\partial_x^2h+n_2\,\partial_y^2h+\eta,\qquad
\langle\eta(\mathbf r,t)\eta(\mathbf r',t')\rangle=2D\,\delta^2(\mathbf r-\mathbf r')\,\delta(t-t'),
\]

with Gaussian noise of zero mean and \(n_1,n_2>0\). The "tensions" \(n_i\) are smoothing coefficients (length²/time). The surface is a periodic square of side \(L=Na\), divided into cells of fixed side \(a\), with second derivatives replaced by nearest-neighbour differences. Let \(W^2\) be the ensemble mean of the spatial average of \((h-\bar h)^2\), where \(\bar h\) is the instantaneous mean height.

(a) Find the stationary variance of each Fourier mode.

(b) Show that for large \(L\) the stationary \(W^2\) grows as \(\ln L\) with coefficient \(D/(2\pi\sqrt{n_1n_2})\), and find the constant beside the logarithm.

(c) Evaluate the width for a model of hot Ag(110) in equilibrium with its vapour: \(T=900\) K, surface stiffnesses \(\sigma_1=8\) and \(\sigma_2=2\) eV/nm², \(a=1\) nm.

## Hints

1. Each Fourier mode is a damped variable driven by white noise. Follow the factor 2 in the noise.
2. For the coefficient alone, turn the mode sum into an integral and stretch the wavevector axes until the denominator is isotropic.
3. For the constant, do the sum over \(k_y\) first. A geometric series gives it in closed form.
4. In (c), equipartition ties \(D\) to the smoothing coefficients.

## Solution

### (a) Mode variances

Write \(h_j-\bar h=\sum_{\mathbf k\ne0}\hat h_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_j}\), with \(\hat h_{\mathbf k}=N^{-2}\sum_jh_je^{-i\mathbf k\cdot\mathbf r_j}\). A second difference multiplies a plane wave by \((2\cos ka-2)/a^2\), so

\[
\dot{\hat h}_{\mathbf k}=-\lambda_{\mathbf k}\hat h_{\mathbf k}+\hat\eta_{\mathbf k},\qquad
\lambda_{\mathbf k}=\frac{2}{a^2}\left[n_1(1-\cos k_xa)+n_2(1-\cos k_ya)\right].
\]

Noise averaged over a cell has strength \(2D/a^2\). The transform adds \(N^2\) independent cells with weight \(N^{-4}\), so \(\hat\eta_{\mathbf k}\) has strength \(2D/(N^2a^2)=2D/L^2\). Since \(\hat h_{\mathbf k}(t)=\int_0^\infty e^{-\lambda_{\mathbf k}u}\hat\eta_{\mathbf k}(t-u)\,du\),

\[
\langle|\hat h_{\mathbf k}|^2\rangle=\frac{2D}{L^2}\int_0^\infty e^{-2\lambda_{\mathbf k}u}du=\frac{D}{L^2\lambda_{\mathbf k}},\qquad
W^2=\frac1{L^2}\sum_{\mathbf k\neq0}\frac{D}{\lambda_{\mathbf k}},
\]

the second by Parseval's theorem. The mode \(\mathbf k=0\) has no restoring force: \(\bar h\) diffuses without limit, which is why it is subtracted. Had the noise strength been called \(D\) instead of \(2D\), every variance would be halved.

### (b) The coefficient

At small \(k\), \(\lambda_{\mathbf k}\simeq n_1k_x^2+n_2k_y^2\). Replace \(L^{-2}\sum_{\mathbf k}\) by \(\int d^2k/(2\pi)^2\) and set \(q_x=\sqrt{n_1}k_x\), \(q_y=\sqrt{n_2}k_y\), so that \(d^2k=d^2q/\sqrt{n_1n_2}\):

\[
W^2\simeq\frac{D}{4\pi^2\sqrt{n_1n_2}}\int\frac{d^2q}{q^2}
=\frac{D}{2\pi\sqrt{n_1n_2}}\left(\ln\frac La+\text{constant}\right).
\]

The angle gives \(2\pi\). The radial limits scale as \(1/L\) and \(1/a\), and their dependence on direction affects the constant alone. The geometric mean is thus the Jacobian of the stretch.

### (b) Proof on the lattice, with the constant

Let \(r=n_1/n_2\), \(\alpha=2\pi m/N\) and \(\beta=2\pi l/N\). For \(m\neq0\),

\[
a^2\lambda=2n_2(\cosh\kappa_m-\cos\beta),\qquad \cosh\kappa_m=1+r(1-\cos\alpha).
\]

With \(z=e^{-\kappa+i\beta}\), summing a geometric series and its conjugate gives

\[
\sum_{p=-\infty}^{\infty}e^{-\kappa|p|+ip\beta}=\frac{1-|z|^2}{|1-z|^2}=\frac{\sinh\kappa}{\cosh\kappa-\cos\beta}.
\]

Averaging over the \(N\) values of \(\beta\) keeps only \(p\) divisible by \(N\), leaving \(\sum_qe^{-N\kappa|q|}=\coth(N\kappa/2)\). Hence

\[
\frac1N\sum_l\frac1{a^2\lambda}=\frac{\coth(N\kappa_m/2)}{2n_2\sinh\kappa_m}.
\]

Put \(s=\sin(\pi m/N)\). Then \(\cosh\kappa_m-1=2rs^2\), and \(\sinh^2\kappa_m=2rs^2(2+2rs^2)\), so

\[
2n_2\sinh\kappa_m=4\sqrt{n_1n_2}\,s\sqrt{1+rs^2}.
\]

**The row \(m=0\).** In the averaged identity, remove the term \(l=0\) and let \(\kappa\to0\):

\[
\frac1N\sum_{l=1}^{N-1}\frac1{1-\cos\beta}
=\lim_{\kappa\to0}\left[\frac{\coth(N\kappa/2)}{\sinh\kappa}-\frac1{N(\cosh\kappa-1)}\right].
\]

The first term expands as \(2/(N\kappa^2)+N/6-1/(3N)\), the second as \(2/(N\kappa^2)-1/(6N)\). The difference is \((N^2-1)/(6N)\). Division by \(2n_2N\) gives this row's share of \(W^2/D\), namely \((1-1/N^2)/(12n_2)\). Therefore

\[
\frac{W^2}{D}=\frac{1-1/N^2}{12n_2}+\frac1{4\sqrt{n_1n_2}}\,\frac1N\sum_{m=1}^{N-1}\frac{\coth(N\kappa_m/2)}{s\sqrt{1+rs^2}} .
\]

Now write \(\coth(N\kappa/2)=1+2/(e^{N\kappa}-1)\) and split the sum into three pieces.

**The logarithm.** The function \(1/\sin\pi x-1/(\pi x)-1/[\pi(1-x)]\) is continuous on \([0,1]\), so its Riemann sum tends to its integral. From \(\int dx/\sin\pi x=\pi^{-1}\ln\tan(\pi x/2)\), taken between \(\epsilon\) and \(1-\epsilon\), the integral is

\[
\lim_{\epsilon\to0}\frac2\pi\left[\ln\frac{2}{\pi\epsilon}-\ln\frac{1}{\epsilon}\right]=\frac2\pi\ln\frac2\pi .
\]

The two subtracted poles each sum to \(H_{N-1}/\pi\), where the harmonic number is \(H_{N-1}=\ln N+\gamma_E+o(1)\), with \(\gamma_E\) Euler's constant. So

\[
\frac1N\sum_{m=1}^{N-1}\frac1s=\frac2\pi\left[\ln N+\gamma_E+\ln\frac2\pi\right]+o(1).
\]

**The square root.** What remains of the "1" is a Riemann sum tending to \(\pi^{-1}I\). With \(u=\cos\theta\),

\[
I=\int_0^\pi\frac{d\theta}{\sin\theta}\left[\frac1{\sqrt{1+r\sin^2\theta}}-1\right]
=\int_{-1}^{1}\frac{du}{1-u^2}\left[\frac1{\sqrt{1+r-ru^2}}-1\right].
\]

An antiderivative is \(\operatorname{artanh}w-\operatorname{artanh}u\), with \(w=u/\sqrt{1+r-ru^2}\). This follows from

\[
\frac{dw}{du}=\frac{1+r}{(1+r-ru^2)^{3/2}},\qquad 1-w^2=\frac{(1+r)(1-u^2)}{1+r-ru^2}.
\]

Written as \(\ln\frac{1+w}{1+u}-\frac12\ln\frac{1-w^2}{1-u^2}\), it tends to \(-\frac12\ln(1+r)\) at \(u=1\). It is odd in \(u\), so \(I=-\ln(1+r)\).

**The exponential part.** At fixed \(m\), \(s\to\pi m/N\) and \(N\kappa_m\to2\pi m\sqrt r\). The ends \(m\) and \(N-m\) contribute equally, so this part of the sum tends to \(\sum_{m\ge1}4/[\pi m(e^{2\pi m\sqrt r}-1)]\). The limit may be taken term by term: for \(m\le N/2\), \(s\ge2m/N\), and \(\kappa/\sinh\kappa\) is bounded below because \(\cosh\kappa\le1+2r\). Hence \(N\kappa_m\) exceeds a fixed multiple of \(m\), and a convergent series bounds the terms.

Taking out the common factor \(1/(2\pi\sqrt{n_1n_2})\) turns \(1/(12n_2)\) into \(\pi\sqrt r/6\). Altogether,

\[
\boxed{W^2=\frac{D}{2\pi\sqrt{n_1n_2}}\left[\ln\frac La+C(r)\right]+o(1)}
\]

\[
C(r)=\gamma_E+\ln\frac2\pi-\frac12\ln(1+r)+\frac{\pi\sqrt r}{6}+\sum_{m\ge1}\frac{2}{m(e^{2\pi m\sqrt r}-1)} .
\]

**Other cutoffs.** Suppose another short-distance rule gives rates \(\lambda'\) that agree with \(n_1k_x^2+n_2k_y^2\) up to relative corrections of order \(k^2a^2\). Then \(1/\lambda-1/\lambda'\) is bounded at small \(k\), and its sum over modes divided by \(L^2\) tends to an integral independent of \(L\). The constant changes; the coefficient does not.

**Limits.** For \(n_1=n_2=n\) the coefficient is \(D/(2\pi n)\). For \(r\gg1\), \(C\) is dominated by \(\pi\sqrt r/6\), which stands for the share \(D/(12n_2)\) of the modes uniform along the stiff direction. This share does not grow with \(L\). While it prevails, the height varies mainly along the weak direction. The other modes overtake this share once \(\ln(N/\sqrt r)\) exceeds about \(\pi\sqrt r/6\). The expansion also needs \(N\gg\pi\sqrt r\) (for \(r\ll1\), \(N\gg\pi/\sqrt r\)), and it fails if either tension vanishes.

### (c) Hot Ag(110)

The surface free energy is \(F=\frac12\int(\sigma_1h_x^2+\sigma_2h_y^2)\,d^2r\), and relaxation with mobility \(M\), \(\partial_th=-M\,\delta F/\delta h+\eta\), gives \(n_i=M\sigma_i\). A pair \(\pm\mathbf k\) has two real degrees of freedom and energy \(L^2(\sigma_1k_x^2+\sigma_2k_y^2)|\hat h_{\mathbf k}|^2\), whose mean must be \(k_BT\). Comparison with (a) gives \(D=Mk_BT\). The mobility cancels:

\[
\frac{D}{2\pi\sqrt{n_1n_2}}=\frac{k_BT}{2\pi\sqrt{\sigma_1\sigma_2}}
=\frac{0.07756\ \text{eV}}{2\pi\times4\ \text{eV/nm}^2}=0.003086\ \text{nm}^2 .
\]

For \(r=4\), \(C=0.1256-0.8047+1.0472+0.00001=0.368\). At \(L=100\) nm,

\[
W^2=0.003086\,(4.605+0.368)=0.01535\ \text{nm}^2,\qquad W=0.124\ \text{nm}.
\]

| \(L\) (nm) | \(W^2\), mode sum (nm²) | \(W^2\), formula (nm²) | \(W\) (nm) |
|---|---|---|---|
| 10 | 0.00826 | 0.00824 | 0.091 |
| 100 | 0.01535 | 0.01535 | 0.124 |
| 1000 | 0.02245 | 0.02245 | 0.150 |

Each decade of size adds 0.0071 nm². Even at 1 µm the width is about one layer spacing, \(d=0.145\) nm. The arithmetic mean of the tensions would give a slope of 0.00247 nm², 20% below the value from the mode sums.

How close is this to real silver? The stiffnesses are chosen values, not measurements: the slope varies as \(1/\sqrt{\sigma_1\sigma_2}\), so doubling both halves it. The cell side is chosen too: halving it at fixed stiffnesses adds \(0.003086\ln2\approx0.0021\) nm² to \(W^2\). A miscut crystal carries steps and has different stiffnesses, which enter in the same way if the axes are chosen so that the energy has no term in \(h_xh_y\). The quadratic energy assumes small slopes. The mean-square slope on 1 nm cells is 0.018; for an orientation-independent surface energy \(\propto\sqrt{1+s^2}\), with \(s\) now the slope, the neglected quartic term is at most \(3\times0.018/4\approx1.4\%\) of the quadratic one for Gaussian slopes. Both figures scale as \(1/a^2\): on 0.5 nm cells the mean-square slope is 0.073 and the bound about 5.5%. The orientation dependence of real Ag(110) may change them too. Net growth, which permits a term in \((\nabla h)^2\), lies outside the model.

## Variation 1: surface diffusion

*Atoms also diffuse along the surface. Does the width change?*

Adding an atom of volume \(\Omega\) costs \(\mu=\Omega\,\delta F/\delta h\). At equilibrium flux \(J\), the linearized net condensation is \(-J\mu/k_BT\), so \(M=\Omega^2J/k_BT\). A surface current \(-(D_s\rho/k_BT)\nabla\mu\), with \(\rho\) the site density and \(D_s\) the mass-transfer diffusivity (taken as isotropic), adds \(Sk^2\) to the mobility, with \(S=D_s\rho\,\Omega^2/k_BT\). At equilibrium \(D\) is replaced, mode by mode, by \((M+Sk^2)k_BT\). Damping and noise grow by the same factor, so the variances and \(W^2\) are unchanged.

The pace changes greatly. A rough vapour pressure of \(10^{-7}\) Torr, with every arriving atom sticking, gives \(M=4.3\times10^{-4}\) nm⁴/(eV s). A rough \(D_s=10^{-6}\) cm²/s gives \(S=3.2\times10^{6}\) nm⁶/(eV s). The slowest mode at \(L=100\) nm has \(k^2=(2\pi/100)^2=3.95\times10^{-3}\) nm⁻² and rate \((M+Sk^2)\sigma_2k^2\). Its relaxation time is about 10 ms, against \(3\times10^5\) s (over three days) through the vapour alone. The two mobilities are equal at a wavelength near 0.5 mm. Diffusion through the bulk, left out here, adds a mobility \(D_v\Omega k/k_BT\) and again leaves the variances unchanged. For a rough \(D_v\approx(6\text{–}8)\times10^{-12}\) cm²/s it is the largest of the three from about 0.1–0.2 mm up to about 2–3 mm, so the vapour would take over only beyond that. At laboratory sizes well below this, the Edwards-Wilkinson equation therefore gives the right stationary width but not the right kinetics.

## Variation 2: pinning by the atomic layers

*The crystal favours whole layers. With \(h\) measured from midway between two of them, this adds an energy \(V\cos(2\pi h/d)\) per area, \(V>0\). When does the logarithm survive?*

Hold the mean height at zero. The unperturbed height at each point is Gaussian with variance \(W^2\), and \(\langle\cos qh\rangle=e^{-q^2W^2/2}\). To first order in \(V\), pinning changes the free energy at this mean height by

\[
E=VL^2e^{-2\pi^2W^2/d^2}\propto L^{2-x},\qquad x=\frac{\pi k_BT}{\sqrt{\sigma_1\sigma_2}\,d^2}.
\]

At another mean height \(\bar h\) the change is \(E\cos(2\pi\bar h/d)\), so \(E\) measures how strongly the crystal prefers some mean heights to others. For \(x>2\) this preference fades with size; for \(x<2\) it grows, and the free-surface result cannot be trusted at large \(L\). Here \(x=\pi(0.07756)/(4\times0.0210)=2.90\). With a chosen \(V=0.05\) eV/nm², \(E/k_BT\) falls from 0.028 at 10 nm to 0.0035 at 100 nm and 0.00045 at 1000 nm. These values belong to 1 nm cells: at fixed \(L\), \(V\) and stiffnesses, halving \(a\) divides \(E\) by \(2^x\approx7.5\), while \(x\) itself does not depend on \(a\).

With the stiffnesses held fixed, \(x=2\) at 621 K. This is a property of the chosen parameters, not a prediction for silver. Doubling both stiffnesses at 900 K would give \(x=1.45\), on the pinned side. The dividing value of \(\sqrt{\sigma_1\sigma_2}\) at 900 K is 5.8 eV/nm². Silver's surface energy, roughly 1.2 J/m² or 7.5 eV/nm², would give \(x\approx1.55\) if taken as the stiffness, so the model does not settle whether real Ag(110) is rough at this temperature, and the widths in (c) apply at large \(L\) only if it is. The estimate also omits second-order terms. These change the stiffness slightly and lower the free energy by an amount roughly proportional to the area, about \(10\,k_BT\) at 10 nm for the chosen \(V\). That amount is nearly the same at every mean height: at 10 nm it varies by only about \(0.002\,k_BT\) from peak to trough, small beside the first-order swing \(2E=0.055\,k_BT\), so it adds little to the pinning. The numerical output below lists the remaining inputs and intermediate values.

## Table of computed values

```
TEST CASE n1=2, n2=0.5, D=1, N=8 (dimensionless)
W^2 from mode sum            0.39096
W^2 from simulation          0.399
W^2 Lyapunov, no diffusion   0.39096
W^2 Lyapunov, with diffusion 0.39096
mean cos(1.5 h): simulation 0.638, Gauss 0.644
EXAMPLE: hot Ag(110), inputs
temperature                  900 K
stiffness sigma1, sigma2     8.0, 2.0 eV/nm^2
cell side a                  1.0 nm
lattice constant (rough)     0.41 nm
vapour pressure (rough)      1e-07 Torr
surface diffusivity (rough)  1e-06 cm^2/s
pinning amplitude (chosen)   0.05 eV/nm^2
EXAMPLE: intermediate values
kB T                         0.07756 eV
layer spacing d              0.1450 nm
atomic volume                0.01723 nm^3
surface site density         8.413 nm^-2
vapour flux                  0.1127 nm^-2 s^-1
mobility M                   4.313e-04 nm^4/(eV s)
diffusion mobility S         3.220e+06 nm^6/(eV s)
n1, n2                       3.450e-03, 8.626e-04 nm^2/s
D                            3.345e-05 nm^4/s
C parts: 0.125633, -0.804719, 1.047198, 0.000007
C total                      0.368119
EXAMPLE: results
slope of W^2 against ln L    0.003086 nm^2
slope from sums, 100-1000 nm 0.003086 nm^2
slope if arithmetic mean     0.002469 nm^2
gain of W^2 per decade of L  0.007105 nm^2
L=10 nm: W^2 sum 0.0082577, formula 0.0082414 nm^2
   W 0.0909 nm, W/d 0.627
L=100 nm: W^2 sum 0.0153470, formula 0.0153468 nm^2
   W 0.1239 nm, W/d 0.855
L=1000 nm: W^2 sum 0.0224523, formula 0.0224523 nm^2
   W 0.1498 nm, W/d 1.034
EXAMPLE: neglected effects
pinning exponent x           2.899 (rough if > 2)
threshold T, same stiffness  621 K
pinning energy/kT, L=10 nm  2.76e-02
pinning energy/kT, L=100 nm  3.53e-03
pinning energy/kT, L=1000 nm  4.46e-04
mean-square slope x, y       0.00683, 0.01145
mean-square slope, total     0.01828
relaxation, vapour only, 100 nm    2.94e+05 s
relaxation, with diffusion, 100 nm 9.97e-03 s
wavelength of equal mobilities     0.54 mm
```
